# High-spin ROHF: orbital gradient and Roothaan's effective Fock matrix: a program that tests the result

```python
"""High-spin restricted open-shell Hartree-Fock: gradient and effective matrix.

Result under test: for orbitals C -> C exp(kappa), the energy derivatives are
  closed-open 2 F_beta, closed-virtual 2 (F_alpha + F_beta), open-virtual 2 F_alpha.
They vanish when one effective matrix R is block diagonal. The diagonal blocks of
R are free: A F_alpha + B F_beta + shift. They leave the stationary determinant
alone, but set orbital energies, level order and the local convergence rate.
F_alpha, F_beta: spin Fock matrices; shells 0, 1, 2: closed, open, virtual.
Model energies are in units of the hopping, atomic energies in hartree (Eh).
"""
from math import comb
import numpy as np
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

# (A, B, shift) for the closed, open and virtual diagonal blocks
CHOICES = {
    "mean": ((0.5, 0.5, 0.0), (0.5, 0.5, 0.0), (0.5, 0.5, 0.0)),
    "ionization": ((0.0, 1.0, 0.0), (1.0, 0.0, 0.0), (1.0, 0.0, 0.0)),
    "skew": ((-0.5, 1.5, 0.0), (0.5, 0.5, 0.0), (1.5, -0.5, 0.0)),
    "shifted": ((0.5, 0.5, 0.0), (0.5, 0.5, 1.0), (0.5, 0.5, 2.0)),
}


class OpenShell:
    def __init__(self, core, overlap, repulsion, n_closed, n_open):
        n = len(core)
        self.n, self.core, self.overlap = n, core, overlap
        self.n_closed, self.n_open = n_closed, n_open
        self.coulomb = repulsion.reshape(n * n, n * n)
        self.exchange = repulsion.transpose(0, 3, 1, 2).reshape(n * n, n * n)
        self.shell = np.array([0] * n_closed + [1] * n_open
                              + [2] * (n - n_closed - n_open))
        upper, lower = self.shell[:, None], self.shell[None, :]
        self.co = (upper == 1) & (lower == 0)
        self.cv = (upper == 2) & (lower == 0)
        self.ov = (upper == 2) & (lower == 1)
        self.weight = 2.0 * self.co + 4.0 * self.cv + 2.0 * self.ov

    def shell_densities(self, orb):
        closed, opened = orb[:, self.shell == 0], orb[:, self.shell == 1]
        return closed @ closed.T, opened @ opened.T

    def exchange_matrix(self, density):
        return (self.exchange @ density.ravel()).reshape(self.n, self.n)

    def fock(self, d_alpha, d_beta):
        j = (self.coulomb @ (d_alpha + d_beta).ravel()).reshape(self.n, self.n)
        return (self.core + j - self.exchange_matrix(d_alpha),
                self.core + j - self.exchange_matrix(d_beta))

    def density_energy(self, d_alpha, d_beta):
        fa, fb = self.fock(d_alpha, d_beta)
        return 0.5 * np.sum(d_alpha * (self.core + fa) + d_beta * (self.core + fb))

    def energy(self, orb):
        dc, do = self.shell_densities(orb)
        return self.density_energy(dc + do, dc)

    def gradient(self, orb):
        dc, do = self.shell_densities(orb)
        fa, fb = [orb.T @ f @ orb for f in self.fock(dc + do, dc)]
        return 2 * fb * self.co + 2 * (fa + fb) * self.cv + 2 * fa * self.ov

    def effective(self, orb, choice):
        dc, do = self.shell_densities(orb)
        fa, fb = self.fock(dc + do, dc)
        pc, po = dc @ self.overlap, do @ self.overlap
        pv = np.eye(self.n) - pc - po
        r = po.T @ fb @ pc + pv.T @ (0.5 * (fa + fb)) @ pc + pv.T @ fa @ po
        r = r + r.T
        for p, (a, b, shift) in zip((pc, po, pv), CHOICES[choice]):
            r = r + p.T @ (a * fa + b * fb + shift * self.overlap) @ p
        return 0.5 * (r + r.T)

    def follow(self, orb, choice):
        """Diagonalize R and keep each shell by overlap with the old one."""
        eps, new = eigh(self.effective(orb, choice), self.overlap)
        share = (orb.T @ self.overlap @ new) ** 2
        in_closed = share[self.shell == 0].sum(axis=0)
        in_open = share[self.shell == 1].sum(axis=0)
        closed = np.argsort(-in_closed)[:self.n_closed]
        rest = np.setdiff1d(np.arange(self.n), closed)
        opened = rest[np.argsort(-in_open[rest])[:self.n_open]]
        virtual = np.setdiff1d(rest, opened)
        order = np.concatenate([np.sort(closed), np.sort(opened), virtual])
        return eps[order], new[:, order]


# ---------- six-site chain: gradient against a CI expectation value ----------
sites, n_closed, n_open = 6, 2, 2
hopping, site_step, repulsion_strength = 1.0, 0.2, 1.0
core = np.diag(site_step * np.arange(sites))
core = core - hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
repulsion = np.zeros((sites,) * 4)
for i in range(sites):
    for j in range(sites):
        repulsion[i, i, j, j] = repulsion_strength / (1 + abs(i - j))
chain = OpenShell(core, np.eye(sites), repulsion, n_closed, n_open)
electrons = (n_closed + n_open, n_closed)
determinant = np.zeros((comb(sites, electrons[0]), comb(sites, electrons[1])))
determinant[0, 0] = 1.0


def ci_energy(orb):
    one = orb.T @ core @ orb
    two = np.einsum("pqrs,pi,qj,rk,sl->ijkl", repulsion, orb, orb, orb, orb,
                    optimize=True)
    return fci.direct_spin1.energy(one, two, determinant, sites, electrons)


def generator(n, p, q):
    x = np.zeros((n, n))
    x[p, q], x[q, p] = 1.0, -1.0
    return x


start = eigh(core)[1]
assert abs(ci_energy(start) - chain.energy(start)) < 1e-10
spin_square = fci.spin_op.spin_square(determinant, sites, electrons)[0]
assert abs(spin_square - n_open / 2 * (n_open / 2 + 1)) < 1e-10
formula = chain.gradient(start)
numeric = np.zeros((sites, sites))
h = 1e-4
for p in range(sites):
    for q in range(p):
        x = generator(sites, p, q)
        numeric[p, q] = (ci_energy(start @ expm(h * x))
                         - ci_energy(start @ expm(-h * x))) / (2 * h)
gradient_error = np.max(np.abs(formula - numeric))
assert gradient_error < 1e-6
for block in (chain.co, chain.cv, chain.ov):
    assert np.max(np.abs(numeric[block])) > 1e-3

print("CHAIN (energies in units of the hopping)")
print(f"sites {sites}, closed {n_closed}, open {n_open}")
print(f"site step {site_step}, repulsion {repulsion_strength}/(1+distance)")
print(f"<S^2> of the determinant = {spin_square:.4f} (hbar^2)")
print("gradient at core-Hamiltonian orbitals: formula, CI difference")
for name, (p, q) in {"closed-open": (2, 0), "closed-virtual": (4, 0),
                     "open-virtual": (5, 3)}.items():
    print(f"{name} ({p+1},{q+1}): {formula[p, q]:.6f}, {numeric[p, q]:.6f}")
print(f"largest error over all pairs = {gradient_error:.1e}")

# ---------- chain: effect of the free blocks on the local iteration ----------
orb = start
for _ in range(5000):
    orb = eigh(chain.effective(orb, "shifted"))[1]
    if np.max(np.abs(chain.gradient(orb))) < 1e-12:
        break
assert np.max(np.abs(chain.gradient(orb))) < 1e-11
stationary, chain_energy = orb, chain.energy(orb)
pairs = [(p, q) for p in range(sites) for q in range(p)
         if chain.shell[p] != chain.shell[q]]
rows, cols = np.array(pairs).T
displacement = sum(0.05 * generator(sites, p, q) for p, q in pairs)
direction = np.random.default_rng(4).normal(size=len(pairs))
print(f"stationary energy = {chain_energy:.8f}")
print("free blocks: spectral radius, iterations to gradient 1e-9")
radii = {}
for choice in CHOICES:
    eps, reference = chain.follow(stationary, choice)
    hessian = np.zeros((len(pairs), len(pairs)))
    for k, (p, q) in enumerate(pairs):
        x = generator(sites, p, q)
        change = (chain.gradient(reference @ expm(h * x))
                  - chain.gradient(reference @ expm(-h * x))) / (2 * h)
        hessian[:, k] = change[rows, cols]
    assert np.max(np.abs(hessian - hessian.T)) < 1e-6
    scale = chain.weight[rows, cols] * (eps[rows] - eps[cols])
    error_map = np.eye(len(pairs)) - hessian / scale[:, None]
    radii[choice] = np.max(np.abs(np.linalg.eigvals(error_map)))

    # the real diagonalization step, measured through the shell densities
    t, measured = 1e-5, np.zeros(len(pairs))
    x = sum(d * generator(sites, p, q) for d, (p, q) in zip(direction, pairs))
    for sign in (1, -1):
        moved = chain.follow(reference @ expm(sign * t * x), choice)[1]
        dc, do = [reference.T @ d @ reference for d in chain.shell_densities(moved)]
        offset = np.where(chain.shell[cols] == 0, dc[rows, cols], do[rows, cols])
        measured += sign * offset / (2 * t)
    predicted = error_map @ direction
    assert np.max(np.abs(measured - predicted)) < 1e-5 * max(
        1.0, np.max(np.abs(predicted)))

    orb, count, limit = stationary @ expm(displacement), 0, 3000
    while np.max(np.abs(chain.gradient(orb))) > 1e-9 and count < limit:
        orb = chain.follow(orb, choice)[1]
        count += 1
    converged = np.max(np.abs(chain.gradient(orb))) <= 1e-9
    if radii[choice] < 0.98:
        assert converged and abs(chain.energy(orb) - chain_energy) < 1e-9
    note = "" if converged else " (not converged)"
    print(f"{choice}: {radii[choice]:.4f}, {count}{note}")
assert max(radii.values()) - min(radii.values()) > 0.05

# ---------- bromine atom ----------
mol = gto.M(atom="Br 0 0 0", basis="def2-svp", spin=1, verbose=0)
solver = scf.ROHF(mol)
solver.conv_tol, solver.conv_tol_grad, solver.max_cycle = 1e-10, 1e-6, 200
solver.kernel()
if not solver.converged:
    guess, occupation = solver.mo_coeff, solver.mo_occ
    solver = solver.newton()
    solver.kernel(guess, occupation)
n_alpha, n_beta = mol.nelec
atom = OpenShell(solver.get_hcore(), solver.get_ovlp(), mol.intor("int2e"),
                 n_beta, n_alpha - n_beta)
solution = solver.mo_coeff[:, np.argsort(-solver.mo_occ, kind="stable")]
energy = atom.energy(solution)
residual = np.max(np.abs(atom.gradient(solution)))
assert abs(energy - solver.e_tot) < 1e-7
assert residual < 1e-5

# effective matrix in a nonorthogonal basis against an energy difference
rng = np.random.default_rng(7)
mixed = atom.weight > 0


def random_rotation():
    lower = rng.normal(size=(atom.n, atom.n)) * mixed
    return lower / np.linalg.norm(lower)


first, second = random_rotation(), random_rotation()
displaced = solution @ expm(0.05 * (first - first.T))
r_orbital = displaced.T @ atom.effective(displaced, "skew") @ displaced
slope = np.sum(atom.weight * r_orbital * second)
x = second - second.T
slope_numeric = (atom.energy(displaced @ expm(h * x))
                 - atom.energy(displaced @ expm(-h * x))) / (2 * h)
assert abs(slope - slope_numeric) < 1e-4 * max(1.0, abs(slope))

ev = physical_constants["Hartree energy in eV"][0]
print("BROMINE ATOM, ROHF/def2-SVP, doublet")
print(f"basis functions {atom.n}, closed {atom.n_closed}, open {atom.n_open}")
print(f"total energy = {energy:.6f} Eh = {energy * ev:.3f} eV")
print(f"largest gradient element = {residual:.1e} Eh")
print(f"slope off the solution, from R = {slope:.5f} Eh/rad")
print(f"same slope, energy difference = {slope_numeric:.5f} Eh/rad")
print("free blocks: top closed, open, lowest virtual (Eh)")
last, single, empty = atom.n_closed - 1, atom.n_closed, atom.n_closed + atom.n_open
levels, largest_change = {}, 0.0
old_closed, old_open = atom.shell_densities(solution)
for choice in ("mean", "ionization", "skew"):
    eps, new = atom.follow(solution, choice)
    dc, do = atom.shell_densities(new)
    assert np.max(np.abs(dc - old_closed)) < 1e-4
    assert np.max(np.abs(do - old_open)) < 1e-4
    largest_change = max(largest_change, abs(atom.energy(new) - energy))
    levels[choice] = eps[[last, single, empty]]
    print(f"{choice}: " + ", ".join(f"{e:.5f}" for e in levels[choice]))
    if choice == "ionization":
        canonical = new
assert largest_change < 1e-7
assert np.all(np.diff(levels["mean"]) > 0)
print(f"largest energy change between choices = {largest_change:.1e} Eh")

# frozen-orbital removal and attachment energies from total energies
dc, do = atom.shell_densities(canonical)
d_alpha, d_beta = dc + do, dc
base = atom.density_energy(d_alpha, d_beta)
top, half, free = [np.outer(canonical[:, k], canonical[:, k])
                   for k in (last, single, empty)]
remove_closed = atom.density_energy(d_alpha, d_beta - top) - base
remove_open = atom.density_energy(d_alpha - half, d_beta) - base
attach = atom.density_energy(d_alpha + free, d_beta) - base
assert np.allclose([-remove_closed, -remove_open, attach],
                   levels["ionization"], atol=1e-7, rtol=0)
print("frozen-orbital energy differences")
print(f"remove closed beta = {remove_closed:.5f} Eh = {remove_closed*ev:.3f} eV")
print(f"remove open alpha = {remove_open:.5f} Eh = {remove_open*ev:.3f} eV")
print(f"attach virtual alpha = {attach:.5f} Eh = {attach*ev:.3f} eV")

# reversed level order and its consequence when shells are filled by energy
order_gap = levels["ionization"][1] - levels["ionization"][0]
exchange_4p = np.sum(top * atom.exchange_matrix(half))
assert order_gap < 0
assert 0.7 < -order_gap / (3 * exchange_4p) < 1.3
print(f"open minus closed level = {order_gap:.5f} Eh = {order_gap*ev:.3f} eV")
print(f"exchange integral K = {exchange_4p:.5f} Eh")
print(f"estimate -3K = {-3 * exchange_4p:.5f} Eh")
orb, energies, gradients = solution, [], []
aufbau_steps = 20
for _ in range(aufbau_steps):
    orb = eigh(atom.effective(orb, "ionization"), atom.overlap)[1]
    energies.append(atom.energy(orb))
    gradients.append(np.max(np.abs(atom.gradient(orb))))
rise = energies[0] - energy
assert rise > 1e-6
assert min(gradients) > 1e-4
print(f"energy rise after one aufbau refill = {rise:.6f} Eh")
print(f"smallest max-gradient in {aufbau_steps} refills = {min(gradients):.5f} Eh")
print("PASS")
```

Running it gives:

```
CHAIN (energies in units of the hopping)
sites 6, closed 2, open 2
site step 0.2, repulsion 1.0/(1+distance)
<S^2> of the determinant = 2.0000 (hbar^2)
gradient at core-Hamiltonian orbitals: formula, CI difference
closed-open (3,1): -0.249788, -0.249788
closed-virtual (5,1): 0.129298, 0.129298
open-virtual (6,4): -0.276757, -0.276757
largest error over all pairs = 3.1e-09
stationary energy = 2.59213630
free blocks: spectral radius, iterations to gradient 1e-9
mean: 0.3619, 17
ionization: 0.6652, 46
skew: 0.4174, 21
shifted: 0.6711, 43
BROMINE ATOM, ROHF/def2-SVP, doublet
basis functions 32, closed 17, open 1
total energy = -2572.078607 Eh = -69989.824 eV
largest gradient element = 3.0e-08 Eh
slope off the solution, from R = 1.71252 Eh/rad
same slope, energy difference = 1.71252 Eh/rad
free blocks: top closed, open, lowest virtual (Eh)
mean: -0.43850, -0.27196, 0.45639
ionization: -0.42498, -0.50821, 0.44576
skew: -0.41146, -0.27196, 0.43502
largest energy change between choices = 9.1e-13 Eh
frozen-orbital energy differences
remove closed beta = 0.42498 Eh = 11.564 eV
remove open alpha = 0.50821 Eh = 13.829 eV
attach virtual alpha = 0.44576 Eh = 12.130 eV
open minus closed level = -0.08324 Eh = -2.265 eV
exchange integral K = 0.02704 Eh
estimate -3K = -0.08111 Eh
energy rise after one aufbau refill = 0.001033 Eh
smallest max-gradient in 20 refills = 0.03944 Eh
PASS
```
